# When a Damped Soft Mode's Displacement Spectrum Peaks at Zero Frequency: a numerical check

```python
"""
Result under test: for x'' + g x' + w0^2 x = (white thermal force)/m,
the displacement power spectrum S(w) peaks at w = 0 once g > sqrt(2) w0;
below that it peaks at w = sqrt(w0^2 - g^2/2).
Symbols: g = damping rate (factor of the velocity), w0 = natural angular
frequency, m = mass, T = temperature. Scaled units: w0 = 1, kB*T/m = 1,
so lengths are in units of the harmonic rms displacement.
Corrections tested: quantum statistics, friction with memory, quartic well.
"""
import numpy as np
from numpy.polynomial.hermite_e import hermevander
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.linalg import expm, solve_continuous_lyapunov
from scipy.optimize import brentq, minimize_scalar
from scipy.special import factorial


def linear_spectrum(drift, noise, w):
    """Spectrum of the first variable of a linear stochastic system."""
    drift = np.array(drift, float)
    cov = solve_continuous_lyapunov(drift, -np.array(noise, float))
    w = np.atleast_1d(w)
    mats = 1j * w[:, None, None] * np.eye(len(drift)) - drift
    return 2 * np.linalg.solve(mats, cov[:, :1])[:, 0, 0].real


def white(g, w):
    return linear_spectrum([[0, 1], [-1, -g]], np.diag([0, 2 * g]), w)


def closed(g, w):
    return 2 * g / ((1 - w**2)**2 + g**2 * w**2)


def peak(model, g):
    """Position of the highest point of model(g, w) for w >= 0."""
    grid = np.linspace(0, 3, 3001)
    i = int(np.argmax(model(g, grid)))
    if i == 0:
        return 0.0
    res = minimize_scalar(lambda w: -model(g, np.array([w]))[0],
                          bounds=(grid[i - 1], grid[i + 1]),
                          method="bounded", options={"xatol": 1e-9})
    return res.x


def threshold(model):
    """Damping at which w = 0 turns from local minimum to maximum."""
    def drop(g):
        s = model(g, np.array([0.0, 1e-3]))
        return 1 - s[1] / s[0]
    return brentq(drop, 0.8, 3.0, xtol=1e-9)


def zero_is_global_peak(model, g):
    return int(np.argmax(model(g, np.linspace(0, 4, 81)))) == 0


# ---- example inputs (rough or round model values) ----
nu0, temp, mass_u = 100.0, 300.0, 30.0
nu_bath, x_anh_nm = 700.0, 0.05
dampings = [60.0, 100.0, 130.0, 170.0, 250.0]
to_rad = 2 * np.pi * const.c * 100
w0 = to_rad * nu0
mass = mass_u * const.atomic_mass
kT = const.k * temp
theta = const.hbar * w0 / kT
rms = np.sqrt(kT / (mass * w0**2))

# ---- spectrum from its definition: transform of the correlation ----
t = np.linspace(0, 60, 12001)
corr = {}
for g in (0.6, 1.7, 2.5):
    drift = np.array([[0, 1], [-1, -g]])
    state = solve_continuous_lyapunov(drift, -np.diag([0, 2 * g]))[:, 0]
    step = expm(drift * (t[1] - t[0]))
    values = []
    for _ in t:
        values.append(state[0])
        state = step @ state
    corr[g] = np.array(values)
    for w in (0.0, 0.7, 1.5):
        s_def = 2 * simpson(corr[g] * np.cos(w * t), x=t)
        assert abs(s_def / closed(g, w) - 1) < 1e-6
        assert abs(white(g, w)[0] / closed(g, w) - 1) < 1e-10
area = quad(lambda w: closed(1.7, w) / np.pi, 0, np.inf)[0]
assert abs(area - 1) < 1e-7

# ---- correlation still swings below zero between sqrt(2) and 2 ----
undershoot = corr[1.7].min()
ring = np.sqrt(1 - 1.7**2 / 4)
assert abs(undershoot + np.exp(-np.pi * 1.7 / (2 * ring))) < 1e-6
assert corr[2.5].min() > -1e-12

# ---- peak positions, heights, loss and velocity peaks ----
rows = []
for nu_g in dampings:
    g = nu_g / nu0
    p = peak(white, g)
    assert abs(p - np.sqrt(max(0, 1 - g**2 / 2))) < 1e-5
    height = white(g, p)[0] / white(g, 0.0)[0]
    if g < np.sqrt(2):
        assert abs(height - 1 / (g**2 - g**4 / 4)) < 1e-8
    else:
        assert np.all(np.diff(white(g, np.linspace(0, 5, 501))) < 0)
    loss = peak(lambda a, w: w * white(a, w), g)
    b = 2 - g**2
    assert abs(loss - np.sqrt((b + np.sqrt(b**2 + 12)) / 6)) < 1e-5
    assert abs(peak(lambda a, w: w**2 * white(a, w), g) - 1) < 1e-5
    rows.append((nu_g, p * nu0, height, loss * nu0))

g_white = threshold(white)
assert abs(g_white - np.sqrt(2)) < 1e-5
flat = white(np.sqrt(2), np.array([0.0, 0.5]))
assert abs(flat[0] / flat[1] - (1 + 0.5**4)) < 1e-9

# ---- spectrum at zero frequency in physical units (pm, ps) ----
gam = to_rad * 170.0
w_ps, g_ps = w0 * 1e-12, gam * 1e-12
s_zero = linear_spectrum([[0, 1], [-w_ps**2, -g_ps]],
                         np.diag([0, 2 * g_ps * kT / mass]), 0.0)[0]
s_formula = 2 * gam * kT / (mass * w0**4) * 1e36
assert abs(s_zero / s_formula - 1) < 1e-8


# ---- quantum statistics ----
def quantum(g, w):
    y = theta * w / 2 + 1e-12
    return white(g, w) * y / np.tanh(y)


def energy_loss_side(g, w):
    y = theta * w + 1e-12
    return white(g, w) * y / (-np.expm1(-y))


g_quantum = threshold(quantum)
assert abs(g_quantum - np.sqrt(2 * (1 + theta**2 / 24))) < 1e-5
assert zero_is_global_peak(quantum, 1.01 * g_quantum)
loss_side_peak = peak(energy_loss_side, 1.7)
assert loss_side_peak > 0

# ---- friction with memory time tau (extra force variable) ----
tau = nu0 / nu_bath


def memory(g, w):
    drift = [[0, 1, 0], [-1, 0, 1], [0, -g / tau, -1 / tau]]
    return linear_spectrum(drift, np.diag([0, 0, 2 * g / tau**2]), w)


g_memory = threshold(memory)
assert abs(g_memory - (np.sqrt(2) - tau)) < 1e-5
assert zero_is_global_peak(memory, 1.01 * g_memory)


# ---- quartic well: Fokker-Planck generator in a polynomial basis ----
def quartic_model(eps, nx, nv):
    """Force -(x + eps x^3); returns spectrum function and <x^2>."""
    x = np.linspace(-10, 10, 4001)
    weight = np.exp(-x**2 / 2 - eps * x**4 / 4)
    weight /= weight.sum()
    basis = hermevander(x, nx - 1) / np.sqrt(factorial(np.arange(nx)))
    r = np.linalg.qr(np.sqrt(weight)[:, None] * basis, mode="r")
    lower_x = np.diag(np.sqrt(np.arange(1, nx)), 1)
    deriv = r @ lower_x @ np.linalg.inv(r)
    low = np.diag(np.sqrt(np.arange(1, nv)), 1)
    odd = np.add.outer(np.arange(nx), np.arange(nv)).ravel() % 2 == 1
    flow = np.kron(deriv, low.T) - np.kron(deriv.T, low)
    fric = np.kron(np.eye(nx), low.T @ low)
    flow, fric = flow[np.ix_(odd, odd)], fric[np.ix_(odd, odd)]
    vec = np.kron(r[:, 1], np.eye(nv)[0])[odd]
    unit = np.eye(len(vec))

    def spectrum(g, w):
        gen = flow - g * fric
        return np.array([2 * (vec @ np.linalg.solve(
            1j * f * unit - gen, vec)).real for f in np.atleast_1d(w)])
    return spectrum, vec @ vec


eps = (rms * 1e9 / x_anh_nm)**2
harmonic, var_h = quartic_model(0.0, 12, 16)
assert abs(var_h - 1) < 1e-8
assert abs(threshold(harmonic) - np.sqrt(2)) < 1e-5
small, _ = quartic_model(eps, 12, 16)
large, var_q = quartic_model(eps, 16, 24)
g_quartic = threshold(large)
assert abs(threshold(small) - g_quartic) < 2e-3
assert zero_is_global_peak(large, 1.01 * g_quartic)
dressed = 1 / np.sqrt(var_q)

# ---- printed numbers ----
print(f"natural wavenumber = {nu0:.0f} cm^-1")
print(f"natural angular frequency = {w0:.4e} rad/s")
print(f"temperature = {temp:.0f} K, mass = {mass_u:.0f} u")
print(f"rms displacement = {rms*1e9:.5f} nm")
print(f"threshold damping, root search = {g_white*nu0:.2f} cm^-1")
print(f"threshold damping = {g_white*w0:.4e} 1/s")
print(f"overdamping limit = {2*nu0:.0f} cm^-1")
print("damping | S peak | S(peak)/S(0) | loss peak (cm^-1)")
for nu_g, p, height, loss in rows:
    print(f"{nu_g:.0f} | {p:.2f} | {height:.4f} | {loss:.2f}")
print(f"S(0) at damping 170 cm^-1 = {s_zero:.3f} pm^2 ps")
print(f"correlation undershoot at 170 cm^-1 = {undershoot:.5f}")
print(f"S(0)/S(w0/2) at threshold = {flat[0]/flat[1]:.4f}")
print(f"hbar w0/(kB T) = {theta:.4f}")
print(f"quantum threshold = {g_quantum*nu0:.2f} cm^-1")
print(f"energy-loss-side peak at damping 170 = "
      f"{loss_side_peak*nu0:.2f} cm^-1")
print(f"bath cutoff = {nu_bath:.0f} cm^-1")
print(f"bath memory time = {tau/w0*1e15:.2f} fs")
print(f"threshold with memory = {g_memory*nu0:.2f} cm^-1")
print(f"anharmonic length = {x_anh_nm:.2f} nm")
print(f"quartic strength (rms/length)^2 = {eps:.4f}")
print(f"quartic-well threshold = {g_quartic*nu0:.2f} cm^-1")
print(f"dressed wavenumber = {dressed*nu0:.2f} cm^-1")
print(f"quartic threshold/dressed frequency = {g_quartic/dressed:.4f}")
print("all assertions hold")
```

Output:

```
natural wavenumber = 100 cm^-1
natural angular frequency = 1.8837e+13 rad/s
temperature = 300 K, mass = 30 u
rms displacement = 0.01531 nm
threshold damping, root search = 141.42 cm^-1
threshold damping = 2.6639e+13 1/s
overdamping limit = 200 cm^-1
damping | S peak | S(peak)/S(0) | loss peak (cm^-1)
60 | 90.55 | 3.0525 | 95.50
100 | 70.71 | 1.3333 | 87.61
130 | 39.37 | 1.0246 | 79.46
170 | 0.00 | 1.0000 | 66.92
250 | 0.00 | 1.0000 | 45.33
S(0) at damping 170 cm^-1 = 42.297 pm^2 ps
correlation undershoot at 170 cm^-1 = -0.00629
S(0)/S(w0/2) at threshold = 1.0625
hbar w0/(kB T) = 0.4796
quantum threshold = 142.10 cm^-1
energy-loss-side peak at damping 170 = 13.04 cm^-1
bath cutoff = 700 cm^-1
bath memory time = 7.58 fs
threshold with memory = 127.14 cm^-1
anharmonic length = 0.05 nm
quartic strength (rms/length)^2 = 0.0937
quartic-well threshold = 153.89 cm^-1
dressed wavenumber = 110.08 cm^-1
quartic threshold/dressed frequency = 1.3979
all assertions hold
```
